\section*{Orbital-rotation stability analysis and descent to a lower broken-symmetry determinant}

\section{Definitions and conventions}

A self-consistent Hartree--Fock solution has a stationary energy, which may be a minimum, a saddle point or, more rarely, a maximum. The distinction matters for precursor molecules with stretched bonds or open shells, where a closed-shell solution can converge cleanly and still lie above another determinant. The scheme below tests the solution and, if the Hessian has a negative eigenvalue, leaves it downhill.

The basis is finite, the orbitals are real and orthonormal, and the numbers \(N_\alpha,N_\beta\) of electrons of each spin are fixed. Indices \(i,j\) denote occupied orbitals, \(a,b\) virtual ones, \(p,q,r,u\) any orbitals, and \(s,t\) spins; where \(t\) multiplies a vector it is a step length. Repulsion integrals are in charge-cloud order,
\[
(pq|ru)=\iint \frac{\phi_p(1)\phi_q(1)\,\phi_r(2)\phi_u(2)}{r_{12}}\,d1\,d2 .
\]
Energies and Hessian eigenvalues are in hartree (\(E_\mathrm h\)), with rotation parameters in radians.

Orbitals of spin \(s\) are rotated by \(C_s\to C_s e^{K_s}\), where in occupied--virtual block form
\begin{equation}
K=\begin{pmatrix}0&-\kappa^T\\ \kappa&0\end{pmatrix},\qquad
K^2=\begin{pmatrix}-\kappa^T\kappa&0\\0&-\kappa\kappa^T\end{pmatrix}.
\label{eq:K}
\end{equation}
Rotations within the occupied or within the virtual space leave the determinant unchanged up to a sign and are omitted.

The statement has two halves. Let the gradient vanish and let \(v\) be a unit eigenvector of the Hessian with eigenvalue \(\lambda\).

If \(\lambda<0\), then \(E(tv)=E_0+\tfrac12\lambda t^2+O(t^3)\) is below \(E_0\) for small \(t\neq0\). The determinants of this class form a closed, bounded set on which the energy is continuous, so a minimum exists and lies below \(E_0\).

If all eigenvalues are positive, the solution is a local minimum. This does not exclude a lower determinant further away. A zero eigenvalue leaves the question open at second order.

Complex orbitals, and orbitals that mix the two spins, have further rotations that this test does not cover.

\section{Gradient and Hessian}

From \eqref{eq:K}, an occupied orbital becomes
\[
\phi_i'=\phi_i+\sum_a\kappa_{ai}\phi_a-\tfrac12\sum_j(\kappa^T\kappa)_{ji}\phi_j+O(\kappa^3).
\]
Inserting this in \(D=\sum_i|\phi_i'\rangle\langle\phi_i'|\) gives the first- and second-order changes of the density matrix,
\begin{align}
D^{(1)}&=\sum_{ai}\kappa_{ai}\bigl(|a\rangle\langle i|+|i\rangle\langle a|\bigr),\label{eq:D1}\\
D^{(2)}&=\sum_{abi}\kappa_{ai}\kappa_{bi}|a\rangle\langle b|-\sum_{aij}\kappa_{ai}\kappa_{aj}|i\rangle\langle j|.\label{eq:D2}
\end{align}
The factor \(\tfrac12\) disappears from the last term because the correction acts once on the ket and once on the bra.

The energy, apart from the nuclear repulsion, is
\[
E=\sum_s\mathrm{tr}\,hD_s+\tfrac12\sum_{st}\mathcal J(D_s,D_t)-\tfrac12\sum_s\mathcal X(D_s,D_s),
\]
with \(\mathcal J(P,Q)=\sum P_{pq}Q_{ru}(pq|ru)\) and \(\mathcal X(P,Q)=\sum P_{pq}Q_{ru}(pr|qu)\). Its derivative with respect to \(D_s\) is the Fock matrix \(F_s=h+J[D_\alpha+D_\beta]-K[D_s]\), where \(J[\cdot]\) and \(K[\cdot]\) are the Coulomb and exchange matrices. Through second order,
\begin{align*}
E^{(1)}&=\sum_s\mathrm{tr}\,F_sD_s^{(1)}=\sum_{s,ai}2F_{ai,s}\,\kappa_{ai,s},\\
E^{(2)}&=\sum_s\mathrm{tr}\,F_sD_s^{(2)}+\tfrac12\sum_{st}\mathcal J(D^{(1)}_s,D^{(1)}_t)-\tfrac12\sum_s\mathcal X(D^{(1)}_s,D^{(1)}_s).
\end{align*}
The three parts of \(E^{(2)}\) follow from \eqref{eq:D1} and \eqref{eq:D2}:
\begin{align*}
\mathrm{tr}\,FD^{(2)}&=\sum\kappa_{ai}\kappa_{bj}(\delta_{ij}F_{ab}-\delta_{ab}F_{ij}),\\
\mathcal J(D^{(1)}_s,D^{(1)}_t)&=4\sum\kappa_{ai,s}\kappa_{bj,t}(ai|bj),\\
\mathcal X(D^{(1)},D^{(1)})&=2\sum\kappa_{ai}\kappa_{bj}\bigl[(ab|ij)+(aj|bi)\bigr].
\end{align*}
In the Coulomb term all four products of the two terms in each \(D^{(1)}\) are equal for real orbitals; in the exchange term they are equal in pairs. Matching \(E^{(2)}=\tfrac12\kappa^TH\kappa\) doubles each coefficient:
\begin{align}
g_{ai,s}&=2F_{ai,s},\label{eq:g}\\
H_{ais,bjt}&=2\delta_{st}(\delta_{ij}F_{ab}-\delta_{ab}F_{ij})+4(ai|bj)\notag\\
&\quad-2\delta_{st}\bigl[(ab|ij)+(aj|bi)\bigr].\label{eq:H}
\end{align}
No stationarity was used, so \eqref{eq:H} is also the second derivative at \(\kappa=0\) for a non-stationary determinant. Finite differences of the energy at such a point, along eight random directions, agree with \eqref{eq:g} and \eqref{eq:H} to better than \(10^{-9}\,E_\mathrm h\).

\section{Closed-shell references}

If both spins have the same orbitals, \(H\) has equal same-spin blocks \(A\) and equal opposite-spin blocks \(B\), with \(B_{ai,bj}=4(ai|bj)\). Vectors \((x,x)\) keep the spins paired and see the singlet block \(A+B\). Vectors \((x,-x)\) polarize the spins and see the triplet block \(A-B\). The difference of the blocks is \(2B\), and
\[
x^T(2B)x=8\iint\frac{\rho(1)\rho(2)}{r_{12}}\,d1\,d2\ge0,\qquad \rho=\sum_{ai}x_{ai}\phi_a\phi_i,
\]
because the electrostatic self-energy of a real charge distribution is not negative. Hence the lowest triplet eigenvalue never exceeds the lowest singlet one. If a real closed-shell solution has any negative eigenvalue in this test, it has a spin-polarizing one.

A spin-polarizing displacement \(t(x,-x)\) has \(E(t)=E(-t)\), since reversing \(t\) exchanges the alpha and beta orbitals.

\subsection{Spin content along the path}

For \(N_\alpha=N_\beta\), \(S_z=0\) and \(\langle S^2\rangle=\langle S_-S_+\rangle=\|S_+\Phi\|^2\). Rotate the occupied orbitals of each spin so that their overlap matrix is diagonal with singular values \(d_k\). The beta orbital \(k\) is then \(d_k\alpha_k+\sqrt{1-d_k^2}\,u_k\), with \(u_k\) orthogonal to all occupied alpha orbitals. The operator \(S_+\) turns a beta electron into an alpha electron in the same spatial orbital. The part along \(\alpha_k\) vanishes by the Pauli principle, and different \(k\) leave different beta holes, so their contributions are orthogonal:
\begin{equation}
\langle S^2\rangle=\sum_k(1-d_k^2).\label{eq:S2}
\end{equation}

After the displacement \(t(x,-x)\), the alpha--beta overlap is the occupied block of \((e^{tK})^Te^{-tK}=e^{-2tK}\). Only even powers of \(K\) contribute to this block, and \((K^2)_{oo}=-x^Tx\). With \(\sigma_k\) the singular values of \(x\), the overlaps are therefore \(|\cos2t\sigma_k|\), and
\begin{equation}
\langle S^2\rangle=\sum_k\sin^2(2t\sigma_k)\approx2t^2.\label{eq:S2t}
\end{equation}
The last form holds for small \(t\), since unit length of \((x,-x)\) means \(\sum_k\sigma_k^2=\tfrac12\).

\subsection{Just beyond the onset}

Let one triplet eigenvalue be slightly negative and all others positive. Collect the remaining rotations in \(y\), with Hessian \(M\). Spin exchange reverses \(t\), so the leading coupling is \(t^2b\cdot y\), to spin-paired rotations:
\[
E-E_0=\tfrac12\lambda t^2+qt^4+t^2b\cdot y+\tfrac12y^TMy+\cdots .
\]
Minimizing over \(y\) gives \(y=-t^2M^{-1}b\), which replaces \(q\) by \(c=q-\tfrac12b^TM^{-1}b\). For \(c>0\), the minimum over \(t\) is at \(t^2=|\lambda|/(4c)\), where
\begin{equation}
E_0-E_{\min}=\tfrac12|\lambda|t^2-ct^4=\tfrac14|\lambda|t^2\approx\tfrac18|\lambda|\langle S^2\rangle .\label{eq:onset}
\end{equation}
The second equality uses \(ct^2=|\lambda|/4\), and the last step uses \eqref{eq:S2t}. If \(c<0\), this expansion has no nearby minimum and the lower solution appears at a finite distance.

\section{The scheme}

At a saddle the gradient is zero, so a gradient method cannot start. An unrestricted iteration begun with equal spin densities has the same difficulty: \(D_\alpha=D_\beta\) gives \(F_\alpha=F_\beta\), which gives equal densities again. A finite step along \(v\) is needed.

Away from stationary points, with \(H=V\Lambda V^T\), the step is
\begin{equation}
\Delta=-V\,\max(|\Lambda|,\epsilon)^{-1}V^Tg .\label{eq:step}
\end{equation}
Its slope is \(g\cdot\Delta=-\sum_n(v_n\cdot g)^2/\max(|\lambda_n|,\epsilon)<0\), so it points downhill even where \(H\) has negative eigenvalues. Near a minimum with all eigenvalues above \(\epsilon\), it is the Newton step.

\begin{verbatim}
input: real orbitals C for both spins
repeat
  compute E, g, H;  diagonalize H -> lambda_n, v_n
  if |g| < 1e-6:
    if lambda_min > -1e-5: stop
    t = 0.5;  v = eigenvector of lambda_min, signed so that g.v <= 0
    while E(t v) > E + lambda_min t^2 / 8: t = t/2
    C = C exp(K(t v))
  else:
    D = -V max(|Lambda|, 1e-3)^(-1) V^T g
    shorten D to length 0.5 if it is longer
    c = 1
    while E(c D) > E + 1e-4 c g.D + 1e-11: c = c/2
    C = C exp(K(c D))
output: C, E, lambda_min, <S^2>
\end{verbatim}

The first inner loop asks for a quarter of the decrease predicted by the quadratic model. With \(g\cdot v\le0\) it ends for small enough \(t\), because the residual slope does not oppose the decrease and the quadratic term outweighs the higher ones. With the opposite sign, a small residual gradient can keep the loop from ending when \(\lambda_{\min}\) is close to zero. The program used for the example fixes the sign by the largest component of \(v\) instead, and stops with an error if it finds no decrease. The constant \(10^{-11}\,E_\mathrm h\) allows for rounding in the total energy.

The Hessian must be diagonalized again at every stationary point. If a determinant is invariant under a spatial symmetry operation, so are its gradient and the step \eqref{eq:step}. Descent then keeps that symmetry, apart from rounding, and may end on another saddle whose negative eigenvector breaks it.

A lower solution need not be spin-polarized merely because a negative eigenvalue was found. Its character is read from \eqref{eq:S2}.

\section{Cost}

With \(o\) occupied and \(w\) virtual orbitals per spin, the Hessian has dimension \(2ow\). Storing it takes \((2ow)^2\) numbers, and diagonalization scales as \((2ow)^3\). For larger molecules an iterative eigensolver needs only products with a trial vector \(x\). Contracting \eqref{eq:H} with \(x\), and using \(D^{(1)}\) built from \(x\), gives
\[
(Hx)_{ai,s}=2(F_{vv}x-xF_{oo})_{ai,s}+2\bigl(J[D^{(1)}_\alpha+D^{(1)}_\beta]-K[D^{(1)}_s]\bigr)_{ai}.
\]
Here \(J_{ai}\) contains \(2\sum(ai|bj)x_{bj}\), which restores the factor 4 in \eqref{eq:H}. Each product costs about as much as one Fock build. The starting vectors must contain all symmetry types, including spin-polarizing ones: a symmetry-pure start stays in its own block and can miss the negative eigenvalue.

\section{Example: water with both bonds stretched}

Water serves as an oxygen source in oxide deposition. Both O--H bonds are stretched equally at a fixed angle of \(104.5^\circ\), in Hartree--Fock/6-31G. There are 13 orbitals and 10 electrons, so \(o=5\), \(w=8\), and the Hessian dimension is \(2\cdot5\cdot8=80\). The lowest eigenvalue of the closed-shell solution changes sign at \(1.297\) \AA.

\begin{center}
\begin{tabular}{ccccc}
\(r\)/\AA & \(E_{\rm closed}/E_\mathrm h\) & \(\lambda_{\min}/E_\mathrm h\) & \(E_{\rm final}/E_\mathrm h\) & \(\langle S^2\rangle\)\\
1.0 & \(-75.980158\) & \(0.52351\) & \(-75.980158\) & 0.0000\\
1.3 & \(-75.863012\) & \(-0.00375\) & \(-75.863022\) & 0.0226\\
1.5 & \(-75.765711\) & \(-0.24781\) & \(-75.806449\) & 1.0806\\
1.8 & \(-75.633319\) & \(-0.49700\) & \(-75.783654\) & 1.6711
\end{tabular}
\end{center}

At 1.0 \AA{} a start deliberately polarized to \(\langle S^2\rangle=0.17\) returns to the closed-shell solution. At 1.3 \AA, just past the onset, \eqref{eq:onset} predicts a lowering of \(0.00375\times0.0226/8=1.1\times10^{-5}\,E_\mathrm h\); the two energies in the table differ by \(1.0\times10^{-5}\,E_\mathrm h\), which agrees with this within the rounding of their sixth decimal, about \(10^{-6}\,E_\mathrm h\).

\subsection{Leaving the saddle at 1.8 \AA}

The closed-shell solution has three negative eigenvalues, \(-0.497\), \(-0.418\) and \(-0.007\,E_\mathrm h\), all in the triplet block. The lowest singlet eigenvalue is \(+0.146\,E_\mathrm h\), so a test restricted to spin-paired rotations would report stability. An unrestricted iteration from equal spin densities indeed returns \(-75.633319\,E_\mathrm h\).

Along the lowest eigenvector at \(t=0.1\), the quadratic model gives \(\tfrac12(-0.497)(0.1)^2=-0.00249\,E_\mathrm h\), against a computed change of \(-0.00247\,E_\mathrm h\). At \(t=0.8\) the model gives \(-0.159\) and the computed change is \(-0.108\,E_\mathrm h\). The quadratic model therefore holds only for short steps, and the size of the full lowering has to be computed by the descent. The spin content at \(t=0.1\) is \(0.0199\), close to \(2t^2=0.02\).

The descent ends at \(-75.783654\,E_\mathrm h\), where the lowest eigenvalue is \(+0.039\,E_\mathrm h\). No intermediate saddle was met. The lowering is
\[
-75.633319+75.783654=0.150335\,E_\mathrm h=394.7\ \mathrm{kJ\,mol^{-1}} .
\]
This is the difference between two determinants at one geometry, not a bond energy. A separate unrestricted self-consistent calculation started from the final density gives the same energy.

\subsection{What the lower determinant describes}

The Mulliken spin populations are \(1.86\) on oxygen and \(-0.93\) on each hydrogen: two parallel spins on oxygen, opposed by one on each hydrogen. The two small alpha--beta overlaps are \(0.4527\) and \(0.3560\), and two others are \(0.9993\). Equation \eqref{eq:S2} gives
\[
(1-0.4527^2)+(1-0.3560^2)+2(1-0.9993^2)=1.671 .
\]

The same overlaps fix the natural occupations. For a pair with \(\langle\alpha_k|\beta_k\rangle=d_k\), the total density matrix acts as
\[
(D_\alpha+D_\beta)(\alpha_k\pm\beta_k)=(1\pm d_k)(\alpha_k\pm\beta_k),
\]
so the occupations are \(1\pm d_k\). Four of them, \(1.453\), \(1.356\), \(0.644\) and \(0.547\), are far from 2 and 0. They mark two bonds that one closed-shell determinant describes poorly.

In the limit of two vanishing overlaps and all others equal to one, \(\langle S^2\rangle=2\). This is what coupling an oxygen spin \(S=1,M=1\) to a hydrogen-pair spin \(S=1,M=-1\) gives. The squared coupling coefficients are \(\tfrac13\) for the singlet, \(\tfrac12\) for the triplet and \(\tfrac16\) for the quintet, so \(\langle S^2\rangle=\tfrac12\cdot2+\tfrac16\cdot6=2\). The broken-symmetry determinant is thus a spin mixture, and its spin density should not be read as that of a singlet state, which is zero everywhere.

A singlet configuration interaction with four electrons in the four natural orbitals whose occupations are far from 2 and 0 gives \(-75.825138\,E_\mathrm h\), lower by a further \(0.041\,E_\mathrm h\). It restores the spin but omits the correlation outside these four orbitals and keeps the small basis, so it is a comparison and not an exact reference.

\section{Failure modes}

\paragraph{A stable solution that is not the lowest.} At 1.8 \AA, starting along the second eigenvector leads to a different solution at \(-75.748988\,E_\mathrm h\) with \(\langle S^2\rangle=1.59\). It passes the stability test, yet lies \(0.035\,E_\mathrm h\) above the minimum found first. The third eigenvector leads to the lower minimum. Of five random starts, four reach the lower minimum and one the higher. This supports the lower solution as the best one found, without proving that it is the global minimum. Several starts are advisable whenever there is more than one negative eigenvalue.

A two-site model shows a stable but higher determinant in a simple form; it is not a model of the solutions found for water. Two electrons of opposite spin occupy sites \(a\) and \(b\) with energies \(0\) and \(\delta\), on-site repulsion \(U\), inter-site repulsion \(W\) and no hopping. With both electrons on \(b\), \(F_{aa}=2W\), \(F_{bb}=\delta+2U-U=\delta+U\), \((aa|bb)=W\) and \((ab|ab)=0\). Both Hessian eigenvalues are then
\[
\lambda=2(2W-\delta-U)-2W=2(W-U-\delta).
\]
For \(U=0.2\), \(W=0.5\), \(\delta=0.1\,E_\mathrm h\), this is \(+0.4\,E_\mathrm h\), so the pair on \(b\) is locally stable. Its energy is \(2\delta+U=0.4\,E_\mathrm h\), while the pair on \(a\) has \(U=0.2\,E_\mathrm h\). Moving one electron costs \(W-U-\delta=0.2\,E_\mathrm h\); only moving both pays. For \(\delta\ge0\), as here, the condition \(W>U+\delta\) cannot be met by the Coulomb integrals of real orbitals with equal on-site repulsion: for the charge \(\rho=\phi_a^2-\phi_b^2\) the integral \(\iint\rho(1)\rho(2)/r_{12}\,d1\,d2=2U-2W\) would be negative. The model therefore illustrates only the algebra of the test.

\paragraph{Loose convergence.} Equation \eqref{eq:H} has its meaning as a stability test only where \(g=0\). With a residual gradient, a small eigenvalue may have the wrong sign. The eigenvalue \(-0.007\,E_\mathrm h\) above shows that small values do occur.

\paragraph{Eigenvalues near zero.} Close to an onset the minimum is shallow. With a residual gradient \(g\), an orbital error of about \(|g|/\lambda_{\min}\) can remain, where \(\lambda_{\min}\) is the lowest eigenvalue at that minimum, so the gradient threshold should be tightened there. Continuous symmetries, such as rotation of an open-shell atom, can give true zero eigenvalues; these are neither instabilities nor faults.

\paragraph{Other spin sectors.} Rotations conserve \(N_\alpha\) and \(N_\beta\). A lower high-spin determinant has to be sought in a separate calculation with different electron numbers.

The values quoted here are collected in the numerical output that follows.

\section*{Table of computed values}
\begin{verbatim}
basis 6-31g, orbitals 13, electrons 10, angle 104.5 deg
1.0 A: <S2> of polarized start 0.1729, after descent 1.5e-14
onset bond length 1.2974 A
r/A  E_closed/Eh  lowest eigenvalue/Eh  E_followed/Eh  <S2>
1.0 -75.980158 0.52351 -75.980158 0.0000
1.3 -75.863012 -0.00375 -75.863022 0.0226
1.5 -75.765711 -0.24781 -75.806449 1.0806
1.8 -75.633319 -0.49700 -75.783654 1.6711
largest finite-difference error: gradient 5.3e-11, Hessian 4.2e-10 Eh
1.8 A: Hessian size 80, gradient norm 3.9e-08 Eh
lowest triplet eigenvalues/Eh: -0.49700 -0.41814 -0.00676 0.02355
lowest singlet eigenvalues/Eh: 0.14555 0.19601
number of negative eigenvalues 3
t/rad  E(t)-E(0)/Eh  quadratic model/Eh  <S2>
0.1 -0.002471 -0.002485 0.0199
0.3 -0.021276 -0.022365 0.1746
0.5 -0.053922 -0.062125 0.4591
0.8 -0.108316 -0.159041 1.0258
unrestricted iteration from equal spin densities -75.633319 Eh
stationary points visited: E/Eh, lowest eigenvalue/Eh, <S2>
  -75.633319 -0.49700 0.0000
  -75.783654 0.03895 1.6711
independent unrestricted energy -75.783654 Eh
energy lowering 0.150335 Eh = 394.7 kJ/mol
Mulliken spin populations O, H, H: 1.8567 -0.9284 -0.9284
natural occupations 4 to 7: 1.4527 1.3560 0.6440 0.5473
pair overlaps: 1.0000 0.9993 0.9993 0.4527 0.3560
singlet CI, 4 electrons in 4 orbitals -75.825138 Eh, <S2> 0.0000
start along eigenvector 2: E -75.748988 Eh, <S2> 1.5920, stationary points 2
start along eigenvector 3: E -75.783654 Eh, <S2> 1.6711, stationary points 2
random starts, final E/Eh: -75.783654 -75.783654 -75.783654 -75.783654 -75.748988
model: on-site 0.2, inter-site 0.5, site energy difference 0.1 Eh
model: stable upper pair 0.400 Eh, lowest eigenvalue 0.400 Eh, lower pair 0.200 Eh
\end{verbatim}
